# Reflection Approximation for Electron-Impact Dissociation and Fragment Kinetic Energy, part 2

An electron strikes a diatomic molecule and lifts it to a repulsive state. We seek the spectrum of the total kinetic energy release $\varepsilon$ of the fragments, in the molecule's centre-of-mass frame. Equations are in atomic units, $\hbar=m_e=e=1$; numerical energies are in eV and lengths in bohr.

The initial potential $V_0(R)$ holds the normalized vibrational function $\chi_v(R)$ with energy $E_v$. The final potential $V_1(R)$ falls monotonically to $D_1$ and has energy-normalized continuum functions $\phi_\varepsilon(R)$. The nuclear reduced mass is $\mu$. The electron has incident energy $E_i=k_i^2/2$ and wavenumbers $k_i$ before and $k_f$ after the collision:

$$\frac{k_f^2}{2}=E_i+E_v-D_1-\varepsilon. \tag{1}$$

The reflection distance $R_\varepsilon$ obeys

$$V_1(R_\varepsilon)=D_1+\varepsilon. \tag{5}$$

With $f$ the fixed-nuclei scattering amplitude and $S$ its square averaged over orientation and integrated over scattering angle, the reflection approximation is

$$\boxed{\;\frac{d\sigma}{d\varepsilon}\approx\frac{k_f}{k_i}\,S(R_\varepsilon)\,\frac{|\chi_v(R_\varepsilon)|^2}{|V_1'(R_\varepsilon)|}\;} \tag{11}$$

The nuclear spectrum $P(\varepsilon)$ omits $k_f/k_i$ and takes $f$ constant. "Numerical" spectra use $\phi_\varepsilon$ integrated on the same $V_1$.

Let $F=-V_1'(R_\varepsilon)>0$ and let the Airy length $a$, the scale of $\phi_\varepsilon$ near its turning point, obey

$$a^3=\frac{1}{2\mu F} \tag{6}$$

For locally linear $V_1$, the overlap $A$ of $\phi_\varepsilon$ with $g=f\chi_v$ is

$$\sqrt F\,A=g(R_\varepsilon)-\frac{a^3}{3}\,g'''(R_\varepsilon)+\dots \tag{13}$$

For the harmonic ground state $\chi_0$, with centre $R_0$, width $b$, vibrational quantum $\omega$ and $\xi=(R_\varepsilon-R_0)/b$,

$$\sqrt F\,A\approx\chi_0\left[1-\lambda\left(\xi-\frac{\xi^3}{3}\right)\right],\qquad
\lambda=\frac{a^3}{b^3}=\frac{1}{2\mu Fb^3}=\frac{\omega}{2Fb}, \tag{14}$$

The example is H$_2$, excited from $X\,^1\Sigma_g^+$ to $b\,^3\Sigma_u^+$, with full configuration interaction curves in the cc-pVTZ basis; aug-cc-pVTZ is a larger basis for comparison. Near the spectral peak $F=7.28$ eV/bohr, $a=0.127$ bohr, $b=0.237$ bohr and $\lambda=0.152$. The mean distance in $v=0$ is 1.451 bohr. Initial and final rotational quantum numbers are $J$ and $J'$; initial rotational energy and changes in the centrifugal potential have been neglected.

### 9. What the nuclei do during the transition

The same approximation can be reached without linearizing $V_1$. Let $T$ be the nuclear kinetic energy operator and $H_1=T+V_1$. If $V_1$ has no bound states, the functions $\phi_\varepsilon$ are complete, and

$$P(\varepsilon)=|\langle\phi_\varepsilon|\chi_v\rangle|^2=\langle\chi_v|\,\delta(D_1+\varepsilon-H_1)\,|\chi_v\rangle .$$

Dropping $T$ from $H_1$ leaves an ordinary integral,

$$\int\chi_v^2(R)\,\delta\big(D_1+\varepsilon-V_1(R)\big)\,dR=\frac{\chi_v^2(R_\varepsilon)}{|V_1'(R_\varepsilon)|},$$

which is the reflected spectrum for any monotone $V_1$.

Time shows when this step is reasonable. The spectrum is the Fourier transform of $\langle\chi_v|e^{-iH_1t}|\chi_v\rangle$, the overlap of the released packet with its starting form. With $T$ dropped, a Gaussian in a linear potential has energy variance $F^2b^2/2$, so this overlap decays in magnitude as $e^{-F^2b^2t^2/4}$. It reaches $1/e$ at $t=2/(Fb)$. Under the acceleration $F/\mu$ the packet would by then have moved

$$\frac{F}{2\mu}\,\frac{4}{F^2b^2}=\frac{2}{\mu Fb^2}=4\lambda b .$$

The nuclei are nearly at rest during the decay if $4\lambda\ll1$. For H$_2$, $4\lambda=0.61$, which is not very small. The argument gives the scaling of the error with $\lambda$, and the size of the error must come from (14) or from the numerical spectrum.

### 10. The mean and the variance without reflection

Two moments can be found without solving for a single continuum function. Write $H_1=H_0+\Delta$, where $H_0=T+V_0$ and $\Delta(R)=V_1-V_0$. Because $H_0\chi_v=E_v\chi_v$,

$$H_1\chi_v=(E_v+\Delta)\chi_v. \tag{16}$$

Take the scalar product with $\chi_v$ and use $E_v=\langle T\rangle+\langle V_0\rangle$. The mean total energy is $E_v+\langle V_1\rangle-\langle V_0\rangle=\langle T\rangle+\langle V_1\rangle$, so

$$\overline\varepsilon=\langle V_1\rangle-D_1+\langle T\rangle_v. \tag{17}$$

The reflected spectrum has mean $\langle V_1\rangle-D_1$. It is too low by the mean kinetic energy that the nuclei had before the collision and did not lose in it. The squared norm of (16) gives $\langle H_1^2\rangle=\langle(E_v+\Delta)^2\rangle$, and subtracting the squared mean gives

$$\mathrm{var}(\varepsilon)=\mathrm{var}(V_1-V_0), \tag{18}$$

where reflection would give $\mathrm{var}(V_1)$. Both statements hold within the model of two potentials, constant electronic amplitude, and a purely continuous spectrum in $V_1$.

For H$_2$ in $v=0$ the reflected mean is 5.773 eV and $\langle T\rangle=0.134$ eV. Their sum, 5.907 eV, equals the mean of the numerical spectrum. The standard deviation is 1.264 eV, both in the numerical spectrum and from (18), while reflection gives 1.260 eV.

The peak moves further than the mean. In the linear harmonic model the amplitude (14) is greatest where $-\xi-\lambda\approx0$. The peak is therefore displaced by $-\lambda b$ in distance and by $+F\lambda b=\omega/2$ in energy. The mean moves by $\langle T\rangle=\omega/4$. The computed peaks for H$_2$ lie at 5.43 eV with reflection and 5.67 eV numerically, a shift of 0.24 eV. Half the vibrational spacing is $0.517/2=0.26$ eV.

A useful measure of the whole error is half the integral of $|P_{\rm num}-P_{\rm refl}|$, the fraction of probability assigned to wrong energies. It is 5.9%. Moving the reflected spectrum rigidly upward by $\langle T\rangle$ lowers it to 2.9%. The shift repairs the mean but not the shape.

### 11. How a node appears in the spectrum

An excited vibrational function has nodes, and the reflected spectrum vanishes where $R_\varepsilon$ meets a node $R_n$. Equation (13) tells how far the true zero is displaced. The vibrational equation is

$$\chi_v''=-2\mu(E_v-V_0)\chi_v .$$

Differentiate once more:

$$\chi_v'''=-2\mu(E_v-V_0)\chi_v'+2\mu V_0'\chi_v .$$

At the node the last term vanishes. With $T_{\rm loc}=E_v-V_0(R_n)$ we have $\chi_v'''=-2\mu T_{\rm loc}\chi_v'$. Now look for the zero of (13) at $R_\varepsilon=R_n+\delta$, to first order and with constant amplitude:

$$\chi_v'\,\delta+\frac{a^3}{3}\,2\mu T_{\rm loc}\,\chi_v'=0 .$$

Since $2\mu a^3=1/F$, this gives $\delta=-T_{\rm loc}/(3F)$. The energy changes by $-F\delta$, so the zero lies at

$$\varepsilon_n\approx V_1(R_n)-D_1+\frac{T_{\rm loc}}{3}. \tag{19}$$

At this order, and for a locally straight $V_1$, the force has dropped out. In H$_2$ the $v=1$ node lies at 1.467 bohr and is reflected to 5.50 eV. The numerical overlap vanishes at 5.76 eV, a shift of 0.253 eV, while $T_{\rm loc}/3=0.256$ eV. A measured node position read back through $V_1$ without this shift would yield too short a distance.

The zero is complete when $f$ is constant, because one real overlap then governs the spectrum. If $f$ depends on $R$, put $g=f\chi_v$ into (13). At the node $\chi_v''=0$ as well, so

$$g'''=f\chi_v'''+3f''\chi_v',\qquad g'=f\chi_v' .$$

The displacement becomes $\delta=-T_{\rm loc}/(3F)+a^3f''/f$. For a real ratio $f''/f$ this is a shifted zero. A scattering amplitude is in general complex, and if $f''/f$ is complex, even a single channel has only a minimum. The ratio may also differ between scattering angles and final rotations, which places their zeros or minima at slightly different energies. In either case the summed spectrum has a minimum in place of a zero.

### 12. Where the electronic amplitude is to be evaluated

Formula (11) takes $S$ at $R_\varepsilon$. For the ground state, the leading error from a sloping amplitude is the cross term $3f'\chi_0''$ in $g'''$. At the centre of the Gaussian $\chi_0''=-\chi_0/b^2$, so the amplitude changes by the relative amount

$$-\frac{a^3}{3}\,\frac{3f'}{f}\left(-\frac{1}{b^2}\right)=\lambda b\,\frac{f'}{f}.$$

For $f\propto e^{\beta R}$ with $\beta=0.5$ bohr$^{-1}$ this is $0.152\times0.237\times0.5=0.018$, or 3.6% in the density. In the H$_2$ calculation the ratio of the spectra with and without this factor was compared with $f^2(R_\varepsilon)$. Wherever the density exceeded half its maximum, the relative deviation stayed within 3.6%. An amplitude that varies this slowly can thus be read at the reflection point with an error of a few per cent in the main part of the spectrum. A steeper one gives a larger error, in proportion to $f'/f$ at first order.

One ambiguity remains. The fixed-nuclei excitation energy at $R_\varepsilon$ is $V_1-V_0$, whereas the electron actually loses

$$W=D_1+\varepsilon-E_v=V_1(R_\varepsilon)-E_v .$$

The difference is $(V_1-V_0)-W=E_v-V_0(R_\varepsilon)$. Between the classical turning points of the vibration this is the local kinetic energy, and beyond them it is negative. Well above threshold a smooth $S$ hardly notices it. Close to threshold it matters, and the value of $k_f$ in the prefactor must come from the true energy balance (1).

### 13. Incident energy and the cooling of fragments

Equation (1) sets an upper limit $\varepsilon_{\max}=E_i-(D_1-E_v)$. For H$_2$ in $v=0$ the computed dissociation energy is $D_1-E_0=4.43$ eV. Electrons of 10 eV can thus produce at most $10-4.43=5.57$ eV of release. This cuts through the middle of the nuclear spectrum.

To see the effect of the electron factor alone, take $S$ constant. This is a model: the real cross section for the spin-changing excitation has its own dependence on energy and distance, which is not computed here. The nuclear spectrum is then weighted by

$$\frac{k_f}{k_i}=\sqrt{\frac{\varepsilon_{\max}-\varepsilon}{E_i}} .$$

With the numerical nuclear spectrum the result is:

| $E_i$ (eV) | Open fraction of $P$ | Mean $\varepsilon$ (eV) |
|---|---|---|
| 10 | 0.42 | 4.50 |
| 12 | 0.90 | 5.34 |
| 20 | 1.00 | 5.82 |

The unweighted mean is 5.91 eV. These values depend on the basis: in aug-cc-pVTZ the open fractions are about 0.45, 0.92 and 1.00, the means about 4.48, 5.29 and 5.72 eV, and the unweighted mean about 5.80 eV. The weight falls with $\varepsilon$ and so favours slow fragments. Between two incident energies $E_2>E_1$, the ratio of squared weights is proportional to $(E_2-W)/(E_1-W)$. This ratio grows with $W$, so raising the incident energy moves the mean upward. At high $E_i$ the weight becomes nearly constant across the spectrum, and the nuclear result returns.

The energy balance matters for a discharge. In the unweighted spectrum the electron loses on average $4.43+5.91=10.34$ eV (about 10.23 eV in aug-cc-pVTZ). More than half of that appears as motion of the atoms. For electrons close to threshold the release is smaller, and so is this share.

### 14. From total release to one fragment

In the molecular frame the fragments have equal and opposite momenta, so their kinetic energies are inversely proportional to their masses:

$$E_A=\frac{m_B}{m_A+m_B}\,\varepsilon .$$

For two H atoms $E_A=\varepsilon/2$, with mean 2.95 eV in the unweighted spectrum. Conservation of probability gives the density $P_A(E_A)=2P(2E_A)$: half the width and twice the height.

A laboratory instrument sees an additional velocity. The electron transfers momentum $\mathbf q=\mathbf k_i-\mathbf k_f$, and a molecule of mass $2m$ recoils with velocity $\mathbf q/2m$. An atom with speed $u=\sqrt{\varepsilon/m}$ in the molecular frame then has

$$E_{\rm lab}=\frac m2\left|\mathbf u+\frac{\mathbf q}{2m}\right|^2=\frac\varepsilon2+\frac{\mathbf u\cdot\mathbf q}{2}+\frac{q^2}{8m}.$$

The middle term is at most $u(k_i+k_f)/2$. At $E_i=12$ eV and the mean release this limit is 0.19 eV per atom. The two atoms have opposite $\mathbf u$, so the term cancels in the mean and only broadens the distribution. The mean moves by $q^2/8m$, a few meV. Thermal motion of the molecule enters through the same kind of cross term, with rms size $\sqrt{\varepsilon k_BT/2}$. At 300 K and $\varepsilon=5.3$ eV this is 0.26 eV, more than the recoil. Both belong in a comparison with measured atomic energies.

The neglected centrifugal energy is $J'(J'+1)/(2\mu R^2)$. For $J'=3$ at the mean distance it is 0.08 eV, small beside the spectral width of 1.26 eV but not beside $\langle T\rangle$. It does not simply add to the mean release. If the molecule already rotates with $J=J'$, the rotation also stretches it before the collision, which lowers $V_1$ and nearly cancels the gain. A shift of this order remains when the collision changes the rotation.

### 15. Where the formula stops working

If $V_1$ is nearly flat under the wavefunction, $F$ is small, $\lambda$ is large, and the local map loses its meaning. The Jacobian diverges at a point of zero slope. This singularity belongs to the local map: at the top of a barrier, for example, the true spectral density stays finite. If $V_1$ is not monotone, several distances can belong to one energy. With a well behind a barrier, for example, nuclei caught in the well must tunnel out. The spectrum there gathers into resonances, which the pointwise map does not describe. If another electronic state crosses $V_1$ and couples to it, fragments may leave on a different curve with a different limit, and (5) no longer fixes their energy.

For H$_2$ none of these potential-curve difficulties arises in the model used, because $V_1$ is the only final curve and falls steadily wherever $\chi_0$ is appreciable. For $v=0$ and the unweighted spectrum, reflection places about 94% of the probability correctly, and the mean release needs an upward correction of 0.13 eV. The basis error of the curves is of similar size, so a better absolute spectrum requires both. The reflection error grows with vibrational excitation: on the same curves about 13% of the probability is misplaced for $v=1$ and 35% for $v=4$, and the mean needs corrections of 0.38 and 0.94 eV.

## Numbers as computed

```
linear model, lambda 0.02 -> 0.01: raw error ratio 2.009
linear model, corrected error ratio 3.992
reduced mass of H2 nuclei: 918.076 electron masses
vertical gap at 1.4 bohr, cc-pVTZ: 10.694 eV
vertical gap at 1.4 bohr, aug-cc-pVTZ: 10.592 eV
V1-D1 at 1.4 bohr, cc-pVTZ: 5.994 eV
V1-D1 at 1.4 bohr, aug-cc-pVTZ: 5.884 eV
dissociation energy D1-E_0: 4.429 eV
vibrational spacing E_1-E_0: 0.5166 eV
mean R in v=0: 1.4508 bohr; width b: 0.2374 bohr
turning point at spectral peak: 1.4408 bohr
force F there: 7.280 eV/bohr; Airy length a: 0.1267 bohr
small parameter lambda=(a/b)^3: 0.1522
first continuum maximum, numerical/Airy: 1.0191
map for v=0: R(bohr) chi^2(1/bohr) |V1'|(eV/bohr) e(eV) Prefl Pexact(1/eV)
  1.1 0.2376 13.568 9.063 0.0175 0.0195
  1.2 0.8049 11.020 7.840 0.0730 0.0904
  1.3 1.6918 9.155 6.836 0.1848 0.2160
  1.4 2.3343 7.754 5.994 0.3010 0.3116
  1.5 2.2160 6.670 5.275 0.3322 0.3046
  1.6 1.5064 5.805 4.652 0.2595 0.2192
  1.8 0.2917 4.497 3.630 0.0649 0.0570
norm of numerical spectrum: v=0 1.00000, v=1 1.00000
mean release, reflection: 5.773 eV
mean release, numerical: 5.907 eV
mean vibrational kinetic energy v=0: 0.1339 eV
peak release, reflection: 5.432 eV
peak release, numerical: 5.674 eV
standard deviation, reflection: 1.260 eV
standard deviation, numerical: 1.264 eV
standard deviation of V1-V0 in v=0: 1.264 eV
misplaced probability, reflection: 0.0594
misplaced probability after shift by mean T: 0.0286
mean energy per H atom, numerical: 2.953 eV
v=1 node: 1.4667 bohr; reflected to 5.502 eV
v=1 spectral zero, numerical: 5.755 eV
v=1 node shift: numerical 0.2528 eV, T_loc/3 0.2561 eV
amplitude exp(beta R), beta=0.5 1/bohr: max local error 0.0358
constant-amplitude model: E_i(eV) cutoff(eV) open part, weight, mean e(eV)
  10 5.571 0.4153 0.1104 4.500
  12 7.571 0.9018 0.3455 5.342
  20 15.571 1.0000 0.6936 5.822
centrifugal energy for J'=3 at mean R: 0.0845 eV
largest recoil shift per H atom at E_i=12 eV: 0.191 eV
```
